# The quartic phonon resistivity of a two-dimensional metal: a program that tests the result

```python
"""
Low-temperature resistivity of a two-dimensional metal limited by unscreened
longitudinal acoustic deformation-potential scattering. Result under test:

  rho = 8 pi^4 D^2 (kB T)^4 / (15 g e^2 M hbar^4 vF^2 c^5 kF^3),  T << T_BG

D: deformation potential, g: spin times valley degeneracy, M: areal mass density,
vF, kF: Fermi velocity and wavevector, c: sound speed, T_BG = 2 hbar c kF / kB.
Phonons are in equilibrium at rest. "Chiral" means a squared Bloch overlap
1-(q/2kF)^2; otherwise the overlap is 1.
"""
import numpy as np
from scipy.constants import hbar, k as kB, e, m_e, epsilon_0, pi
from scipy.integrate import quad
from scipy.special import expit

# Round model parameters (SI)
density = 1e17
g = 4
mass = 0.2 * m_e
D = 3.0 * e
c = 5e3
M = 3e-6
kappa = 10.0          # dielectric constant, used only for the screened comparison

kF = np.sqrt(4 * pi * density / g)
vF = hbar * kF / mass
EF = hbar**2 * kF**2 / (2 * mass)
TF = EF / kB
TBG = 2 * hbar * c * kF / kB
q_screen = e**2 * g * mass / (2 * pi * hbar**2) / (2 * epsilon_0 * kappa)


def rho_quartic(T):
    return (8 * pi**4 * D**2 * (kB * T)**4
            / (15 * g * e**2 * M * hbar**4 * vF**2 * c**5 * kF**3))


def rho_integral(T, chiral=False, screened=False):
    """Force-balance resistivity as one integral; q = 2 kF sin(alpha)."""
    t = T / TBG

    def integrand(alpha):
        s = np.sin(alpha)
        if s == 0.0:
            return 0.0
        value = s**4 / (4 * np.sinh(s / (2 * t))**2)
        if chiral:
            value *= np.cos(alpha)**2
        if screened:
            q = 2 * kF * s
            value *= (q / (q + q_screen))**2
        return value

    top = np.arcsin(min(1.0, 60 * t))
    integral = quad(integrand, 0, top, epsabs=0, epsrel=1e-10, limit=300)[0]
    friction = (hbar * D**2 * g * kF / (8 * pi**2 * M * vF**2)
                * (2 * kF)**5 * integral / (kB * T))
    return friction / (density * e)**2


def rho_golden_rule(T, dragged=False):
    """Momentum loss summed from emission minus absorption at a small finite
    drift u, parabolic band, exact energy conservation at finite c/vF."""
    u = 1e-3 * c
    nodes, weights = np.polynomial.legendre.leggauss(60)
    x = 17.5 * (nodes + 1)
    q = (x * kB * T / (hbar * c))[:, None]
    dq = 17.5 * weights * kB * T / (hbar * c)
    k_perp = np.linspace(-1.05 * kF, 1.05 * kF, 6001)[None, :]
    dk = k_perp[0, 1] - k_perp[0, 0]
    k_par = mass * c / hbar - q / 2       # energy conservation fixes this component
    energy = hbar**2 * (k_par**2 + k_perp**2) / (2 * mass)
    force = 0.0
    n_angles = 8
    for phi in 2 * pi * (np.arange(n_angles) + 0.5) / n_angles:
        u_par, u_perp = u * np.cos(phi), -u * np.sin(phi)
        drift = hbar * (k_par * u_par + k_perp * u_perp)
        z1 = (energy - drift - EF) / (kB * T)
        z2 = z1 + hbar * q * (c - u_par) / (kB * T)
        phonon_speed = c - u_par if dragged else c
        N = 1 / np.expm1(hbar * q * phonon_speed / (kB * T))
        net = expit(-z2) * expit(z1) * (N + 1) - expit(-z1) * expit(z2) * N
        pair_sum = g * mass / (hbar**2 * q[:, 0]) * net.sum(axis=1) * dk / (4 * pi**2)
        coupling = D**2 * hbar * q[:, 0] / (2 * M * c)
        force += np.sum(dq * q[:, 0] * hbar * q[:, 0] * np.cos(phi)
                        * 2 * pi / hbar * coupling * pair_sum) \
            * (2 * pi / n_angles) / (4 * pi**2)
    return force / ((density * e)**2 * u)


def boltzmann(T, chiral=False):
    """Linearized Boltzmann equation for tau(energy) on the Fermi circle, c << vF.
    Returns resistivity, resistivity of the shortcut that sets tau(final) equal
    to tau(initial), and the thermally averaged total scattering rate."""
    t = T / TBG
    h = 0.1
    x = np.arange(-240, 241) * h
    y = x[None, :] - x[:, None]           # energy gained, in units of kB T
    y_safe = np.where(np.abs(y) < 1e-9, 1.0, y)
    bose = np.where(np.abs(y) < 1e-9, 1.0, y_safe / np.expm1(y_safe))
    size = np.abs(y) * t                  # q / (2 kF)
    d_theta = 2 * (np.arcsin(np.clip(size + h * t / 2, -1, 1))
                   - np.arcsin(np.clip(size - h * t / 2, -1, 1)))
    cosine = np.clip(1 - 2 * size**2, -1, 1)
    overlap = np.clip(1 - size**2, 0, 1) if chiral else 1.0
    strength = D**2 * kF / (4 * pi * M * c * hbar * vF) * kB * T / (hbar * c)
    P = (2 * strength * expit(-x)[:, None] * expit(x)[None, :]
         * bose * d_theta * overlap)
    thermal = expit(x) * expit(-x)
    root = np.sqrt(thermal)
    matrix = np.diag(P.sum(axis=1)) - cosine * P
    scaled = matrix / np.outer(root, root)
    tau = np.linalg.solve(scaled, root) / root
    tau_short = thermal / np.sum(P * (1 - cosine), axis=1)
    states = g * kF / (2 * pi * hbar * vF)
    weight = e**2 * vF**2 * states / 2
    return (1 / (weight * h * np.sum(thermal * tau)),
            1 / (weight * h * np.sum(thermal * tau_short)),
            h * P.sum())


def exponent(function, T):
    r = 1.01
    return np.log(function(T * r) / function(T / r)) / (2 * np.log(r))


# Thermal integral that fixes the prefactor
thermal_integral = quad(lambda x: x**4 / (4 * np.sinh(x / 2)**2) if x > 0 else 0.0,
                        0, 80, epsabs=0, epsrel=1e-11, limit=200)[0]
assert abs(thermal_integral / (4 * pi**4 / 15) - 1) < 1e-9

# Direct golden-rule sum against the single integral; dragged phonons
T_test = TBG / 40
direct = rho_golden_rule(T_test)
direct_ratio = direct / rho_integral(T_test)
drag_ratio = abs(rho_golden_rule(T_test, dragged=True) / direct)
assert abs(direct_ratio - 1) < 1e-3       # neglected terms are of order (c/vF)^2
assert drag_ratio < 1e-8

# First correction of the integral, for both overlaps
t_small = 1 / 400
coefficient = [(rho_integral(t_small * TBG, ch) / rho_quartic(t_small * TBG) - 1)
               / t_small**2 for ch in (False, True)]
assert abs(coefficient[0] / (10 * pi**2 / 7) - 1) < 0.01
assert abs(coefficient[1] / (-10 * pi**2 / 7) - 1) < 0.01

# Full Boltzmann solution approaches the quartic law
T_a, T_b = TBG / 50, TBG / 100
full_a, short_a, rate_a = boltzmann(T_a)
full_b, short_b, rate_b = boltzmann(T_b)
ratio_a, ratio_b = full_a / rho_quartic(T_a), full_b / rho_quartic(T_b)
deficit_a = 1 - full_a / rho_integral(T_a)
deficit_b = 1 - full_b / rho_integral(T_b)
full_exponent = np.log(full_a / full_b) / np.log(2)
rate_exponent = np.log(rate_a / rate_b) / np.log(2)
short_ratio_a = short_a / rho_quartic(T_a)
short_ratio_b = short_b / rho_quartic(T_b)
chiral_ratio = boltzmann(T_b, chiral=True)[0] / rho_quartic(T_b)
assert abs(ratio_b - 1) < 0.005
assert deficit_a > 0 and deficit_b > 0
assert 3.5 < deficit_a / deficit_b < 4.5
assert abs(full_exponent - 4) < 0.02
assert abs(rate_exponent - 2) < 0.02
assert abs(chiral_ratio - 1) < 0.01
assert short_ratio_b < 0.98 and abs(short_ratio_a - short_ratio_b) < 0.01

# Equipartition limit of the Fermi-surface integral, and static screening
T_high = 20 * TBG
rho_linear = 4 * pi * D**2 * kB * T_high / (g * e**2 * hbar * M * vF**2 * c**2)
linear_ratio = rho_integral(T_high) / rho_linear
assert abs(linear_ratio - 1) < 1e-3
screened_exponent = exponent(lambda T: rho_integral(T, screened=True), TBG / 200)
assert 5.9 < screened_exponent < 6.02

print(f"density n = {density / 1e4:.1e} cm^-2, degeneracy g = {g}")
print(f"mass = {mass / m_e:.2f} m_e, deformation potential D = {D / e:.1f} eV")
print(f"sound speed c = {c / 1e3:.1f} km/s, areal mass M = {M:.1e} kg/m^2")
print(f"Fermi wavevector kF = {kF / 1e9:.4f} nm^-1")
print(f"Fermi velocity vF = {vF / 1e3:.1f} km/s, c/vF = {c / vF:.4f}")
print(f"Fermi temperature TF = {TF:.1f} K")
print(f"Bloch-Grueneisen temperature T_BG = {TBG:.2f} K")
print(f"thermal integral = {thermal_integral:.6f}")
print(f"golden-rule sum / integral at T_BG/40 = {direct_ratio:.6f}")
print(f"dragged / undragged resistivity, magnitude = {drag_ratio:.1e}")
print(f"(T/T_BG)^2 coefficient, overlap 1 = {coefficient[0]:.3f}")
print(f"(T/T_BG)^2 coefficient, chiral = {coefficient[1]:.3f}")
print(f"Boltzmann / quartic law at T_BG/50 = {ratio_a:.5f}")
print(f"Boltzmann / quartic law at T_BG/100 = {ratio_b:.5f}")
print(f"chiral Boltzmann / quartic law at T_BG/100 = {chiral_ratio:.5f}")
print(f"1 - Boltzmann/integral at T_BG/50 = {deficit_a:.3e}")
print(f"1 - Boltzmann/integral at T_BG/100 = {deficit_b:.3e}")
print(f"Boltzmann resistivity exponent, T_BG/100 to T_BG/50 = {full_exponent:.4f}")
print(f"total scattering-rate exponent, same range = {rate_exponent:.4f}")
print(f"shortcut / quartic law at T_BG/50 = {short_ratio_a:.4f}")
print(f"shortcut / quartic law at T_BG/100 = {short_ratio_b:.4f}")
print(f"integral / linear law at 20 T_BG (formal limit) = {linear_ratio:.5f}")
print(f"screening: kappa = {kappa:.0f}, q_s/kF = {q_screen / kF:.3f}")
print(f"screened exponent at T_BG/200 = {screened_exponent:.3f}")
for fraction in (0.01, 0.05, 0.1, 0.2, 0.5, 1.0):
    print(f"integral exponent at T/T_BG = {fraction:.2f}: "
          f"{exponent(rho_integral, fraction * TBG):.3f}")
for T in (1.0, 2.0, 4.0):
    full = boltzmann(T)[0]
    assert full < rho_integral(T)
    print(f"T = {T:.0f} K: T/T_BG = {T / TBG:.4f}")
    print(f"  quartic law = {rho_quartic(T) * 1e6:.4g} microohm per square")
    print(f"  integral = {rho_integral(T) * 1e6:.4g} microohm per square")
    print(f"  Boltzmann = {full * 1e6:.4g} microohm per square")
    print(f"  Boltzmann mobility = {1e4 / (density * e * full):.3e} cm^2/(V s)")
print("done: every assertion held")
```

Printed output:

```
density n = 1.0e+13 cm^-2, degeneracy g = 4
mass = 0.20 m_e, deformation potential D = 3.0 eV
sound speed c = 5.0 km/s, areal mass M = 3.0e-06 kg/m^2
Fermi wavevector kF = 0.5605 nm^-1
Fermi velocity vF = 324.4 km/s, c/vF = 0.0154
Fermi temperature TF = 694.5 K
Bloch-Grueneisen temperature T_BG = 42.81 K
thermal integral = 25.975758
golden-rule sum / integral at T_BG/40 = 1.000128
dragged / undragged resistivity, magnitude = 7.7e-16
(T/T_BG)^2 coefficient, overlap 1 = 14.103
(T/T_BG)^2 coefficient, chiral = -14.101
Boltzmann / quartic law at T_BG/50 = 0.99918
Boltzmann / quartic law at T_BG/100 = 0.99979
chiral Boltzmann / quartic law at T_BG/100 = 0.99698
1 - Boltzmann/integral at T_BG/50 = 6.522e-03
1 - Boltzmann/integral at T_BG/100 = 1.622e-03
Boltzmann resistivity exponent, T_BG/100 to T_BG/50 = 3.9991
total scattering-rate exponent, same range = 2.0017
shortcut / quartic law at T_BG/50 = 0.6614
shortcut / quartic law at T_BG/100 = 0.6593
integral / linear law at 20 T_BG (formal limit) = 0.99984
screening: kappa = 10, q_s/kF = 2.697
screened exponent at T_BG/200 = 5.952
integral exponent at T/T_BG = 0.01: 4.003
integral exponent at T/T_BG = 0.05: 4.089
integral exponent at T/T_BG = 0.10: 4.341
integral exponent at T/T_BG = 0.20: 3.031
integral exponent at T/T_BG = 0.50: 1.462
integral exponent at T/T_BG = 1.00: 1.122
T = 1 K: T/T_BG = 0.0234
  quartic law = 197.6 microohm per square
  integral = 199.2 microohm per square
  Boltzmann = 197.4 microohm per square
  Boltzmann mobility = 3.162e+09 cm^2/(V s)
T = 2 K: T/T_BG = 0.0467
  quartic law = 3162 microohm per square
  integral = 3270 microohm per square
  Boltzmann = 3149 microohm per square
  Boltzmann mobility = 1.982e+08 cm^2/(V s)
T = 4 K: T/T_BG = 0.0934
  quartic law = 5.059e+04 microohm per square
  integral = 6.026e+04 microohm per square
  Boltzmann = 4.992e+04 microohm per square
  Boltzmann mobility = 1.250e+07 cm^2/(V s)
done: every assertion held
```
